Retarded potential between polarizable systems from the two-photon cut

**1. Definitions and result**

Two neutral, spinless, isotropic systems A and B are at rest a distance r apart in vacuum at zero temperature. They have no permanent moments and are heavy enough for recoil to be neglected. Their static electric polarizabilities are α_A and α_B, and their static magnetic polarizabilities are β_A and β_B (aE and aM in the numerical output). All four are volumes in the Gaussian convention: an external field induces the moments p = αE and m = βB in Gaussian units.

The derivation uses ħ = c = 1 and the metric (+,−,−,−). Define

S = α_Aα_B + β_Aβ_B,  X = α_Aβ_B + β_Aα_B.  (1)

The leading potential at large r is

V(r) = −(23S − 7X)/(4πr⁷).  (2)

"Large" means large compared with c/ω, where ω is the lowest relevant excitation frequency of either system. Higher multipoles and repeated scattering between A and B are left out.

**2. From the amplitude to the potential**

Let q be the momentum transfer and t = −q² the invariant momentum transfer squared. In static normalization the elastic amplitude M is minus the Fourier transform of the potential:

∫d³r exp(−iq·r) V(r) = −M(t).  (3)

Between neutral, isotropic systems without permanent moments, one-photon exchange gives no potential outside the charge distributions, so the leading long-range interaction is two-photon exchange. No iteration of a lower-order potential has to be subtracted from it.

M(t) is analytic except for a cut along t > 0, where two real photons can be an intermediate state. Cauchy's theorem gives, apart from subtractions,

M(t) = (1/π) ∫₀^∞ dt′ Im M(t′)/(t′ − t).  (4)

Im M will turn out to grow as t′², so (4) needs three subtractions. Subtracting at t = −μ², with a = t′ + μ² and b = t + μ², replaces the kernel 1/(a − b) by b³/[a³(a − b)]. The difference is

[1 − b³/a³]/(a − b) = (a² + ab + b²)/a³,  (5)

a quadratic polynomial in t. Polynomials in q² transform into δ³(r) and its derivatives, so subtractions do not affect r > 0.

For t = −q² the kernel is 1/(t′ + q²). Since (−∇² + m²) exp(−mr)/(4πr) = δ³(r),

∫d³q/(2π)³ exp(iq·r)/(q² + m²) = exp(−mr)/(4πr).  (6)

With m² = t′, equations (3), (4) and (6) give

V(r) = −(1/(4π²r)) ∫₀^∞ dt Im M(t) exp(−r√t).  (7)

The long-range potential is thus fixed by the cut near t = 0.

**3. Unitarity**

Writing the scattering operator as 1 + iT, unitarity requires −i(T − T†) = T†T. For the two-photon state this becomes

2 Im M = (1/2) ∫dΦ Σ M_A M_B*.  (8)

M_A is the amplitude for A to emit the pair, M_B* the amplitude for B to absorb it, and the sum runs over both polarizations. The factor 1/2 prevents double counting of identical photons. The heavy-particle factors 2m_A and 2m_B of relativistic normalization occur on both sides and cancel.

In the centre frame of the pair each photon has energy κ = √t/2, and the phase space is

∫dΦ = (2π)⁻² ∫k²dk dΩ/(4k²) δ(√t − 2k)
 = ∫dΩ/(32π²) = (1/(8π)) ∫dΩ/(4π).  (9)

The delta function contributed 1/2. With angle brackets for the angular average,

Im M = (1/(32π)) ⟨Σ M_A M_B*⟩.  (10)

For t below the heavy-pair threshold this relation is understood by analytic continuation in the external momenta.

**4. The photon vertex and its continuation**

For photon fields in Heaviside–Lorentz units, the rest-frame interaction of A is

L_A = 2π(α_A E² + β_A B²).  (11)

The 4π in 2π = 4π/2 converts the Gaussian polarizability, and the 1/2 belongs to an induced moment. Either field factor can create either photon, which doubles the coefficient:

M_A = 4π[α_A (E₁·E₂)_A + β_A (B₁·B₂)_A].  (12)

The subscript A marks fields in the rest frame of A. If u is its four-velocity, the electric field there is F^{μν}u_ν. For u = (1, 0) this reduces to the ordinary electric field, because F^{i0} = E_i.

In the scattering region the energy transfer vanishes, so the pair momentum Q satisfies u·Q = 0. For t > 0 choose the frame Q = (√t, 0). Then u⁰ = 0, while u² = 1 still holds. Hence

u = (0, in), n² = 1.  (13)

A real velocity has become imaginary. For a finite mass u⁰ is of order √t/m_A, which vanishes in the heavy limit used here. For two systems at relative rest u_A·u_B = 1; since u_A·u_B = −(in_A)·(in_B) = n_A·n_B, both have the same axis n.

Now insert F^{0j} = −E_j, F^{ij} = −ε_{ijk}B_k and u_j = −in_j:

F^{0j}u_j = i n·E,  F^{ij}u_j = i(n×B)_i.  (14)

The rest-frame scalar product is minus the four-dimensional product of these vectors:

(E₁·E₂)_A = (n·E₁)(n·E₂) − (n×B₁)·(n×B₂).  (15)

The duality replacement E → B, B → −E gives

(B₁·B₂)_A = (n·B₁)(n·B₂) − (n×E₁)·(n×E₂).  (16)

The difference of (15) and (16) is E₁·E₂ − B₁·B₂, as Lorentz invariance requires.

**5. Polarization amplitudes**

Let k be the unit vector along photon 1; photon 2 travels along −k. Let e₁ lie in the plane of k and n, and let e₂ = k×e₁ be normal to it. With x = n·k and s² = 1 − x²,

n = s e₁ + x k,
n×e₁ = x e₂,  n×e₂ = s k − x e₁.  (17)

The last vector has unit length. An emitted photon with polarization e has E = −iκe, and its magnetic field is its direction crossed with E.

If both photons are polarized along e₁, then E₁ = E₂ = −iκe₁, B₁ = −iκe₂ and B₂ = +iκe₂. Equations (15) to (17) give

(E₁·E₂)_A = −κ²s² − κ² = −κ²(2 − x²),
(B₁·B₂)_A = 0 + κ²x² = κ²x².  (18)

If both are polarized along e₂, then E₁ = E₂ = −iκe₂, B₁ = iκe₁ and B₂ = −iκe₁, so that

(E₁·E₂)_A = 0 − κ²x² = −κ²x²,
(B₁·B₂)_A = κ²s² + κ² = κ²(2 − x²).  (19)

For mixed polarizations the first products vanish because n·e₂ = 0, and the second because (n×e₁)·(n×e₂) = 0. The two surviving amplitudes are

M_A(in plane) = −4πκ²[α_A(2 − x²) − β_A x²],
M_A(normal) = −4πκ²[α_A x² − β_A(2 − x²)].  (20)

The absorption amplitudes of B have the same form with B's polarizabilities. The photon factors −iκ become +iκ, whose square is also −κ². The continued vector u is not conjugated, since it is an external variable.

**6. The numbers 23 and −7**

Multiplying the amplitudes of A and B and adding the two polarizations gives

Σ M_A M_B* = (4π)²κ⁴[S W₊(x) + X W₋(x)],  (21)

W₊ = (2 − x²)² + x⁴ = 4 − 4x² + 2x⁴,
W₋ = −2x²(2 − x²) = −4x² + 2x⁴.  (22)

The angular averages of x² and x⁴ are 1/3 and 1/5. Therefore

⟨W₊⟩ = 4 − 4/3 + 2/5 = 46/15,
⟨W₋⟩ = −4/3 + 2/5 = −14/15.  (23)

The electric and magnetic amplitudes in (20) have opposite signs, which makes the mixed products negative. Using κ⁴ = t²/16 in (10),

Im M = (1/(32π))(16π²)(t²/16)(2/15)(23S − 7X)
 = (πt²/240)(23S − 7X).  (24)

With t = m² the remaining integral is

∫₀^∞ dt t² exp(−r√t) = 2∫₀^∞ dm m⁵ exp(−mr) = 2·5!/r⁶ = 240/r⁶.  (25)

Inserting (24) and (25) in (7) gives

V(r) = −(1/(4π²r))(π/240)(23S − 7X)(240/r⁶)
 = −(23S − 7X)/(4πr⁷),  (26)

which is (2). Two purely electric systems with positive polarizabilities attract. A purely electric and a purely magnetic system, again with positive polarizabilities, repel with coefficient 7/(4π).

In momentum space, (24) is the imaginary part of M = −(23S − 7X)t² ln(−t/μ²)/240, because ln(−t) has imaginary part −π just above the cut. The nonanalytic term q⁴ ln q² produces the r⁻⁷ tail. A test with smeared sources confirms this transform and the absence of a comparable tail from the polynomial terms.

**7. Frequency dependence and the short-distance limit**

The photon frequency in the rest frame of A is u·k₁ = −iκx, where k₁ is the four-momentum of photon 1. With linewidths neglected, the polarizabilities are even functions of frequency, so the cut samples them at iξ, with ξ = κx = mx/2 for x > 0. The weight m⁵exp(−mr) in (25) has mean m = 6/r. At large r the sampled frequencies are therefore of order 1/r, and static values suffice.

Keep the frequency dependence, first for the electric–electric part. Before the angular integration, (10) and (21) give Im M = (πm⁴/32)∫₀¹dx W₊ α_Aα_B. With dt = 2m dm, equation (7) becomes

V_EE = −(1/(64πr)) ∫₀^∞ dm m⁵ exp(−mr)
 × ∫₀¹ dx W₊(x) α_A(imx/2) α_B(imx/2).  (27)

Substitute x = 2ξ/m, dx = 2dξ/m, and exchange the integrations. The condition x < 1 becomes m > 2ξ:

V_EE = −(1/(32πr)) ∫₀^∞ dξ α_A(iξ)α_B(iξ)
 × ∫_{2ξ}^∞ dm exp(−mr)(4m⁴ − 16ξ²m² + 32ξ⁴).  (28)

Let z = ξr. Repeated integration by parts gives

∫_{2ξ}^∞ dm exp(−mr) = e^{−2z}/r,
∫_{2ξ}^∞ dm m² exp(−mr) = e^{−2z}(4z² + 4z + 2)/r³,
∫_{2ξ}^∞ dm m⁴ exp(−mr)
 = e^{−2z}(16z⁴ + 32z³ + 48z² + 48z + 24)/r⁵.  (29)

The inner integral in (28) is then 32e^{−2z}P(z)/r⁵, with

P(z) = z⁴ + 2z³ + 5z² + 6z + 3,  (30)

V_EE = −(1/(πr⁶)) ∫₀^∞ dξ α_A(iξ)α_B(iξ) e^{−2z}P(z).  (31)

For static polarizabilities dξ = dz/r, and ∫₀^∞ z^N e^{−2z}dz = N!/2^{N+1} gives 3/4 + 3/4 + 5/4 + 3/2 + 3/2 = 23/4, in agreement with (2). At short distances, still outside the charge distributions, e^{−2z}P(z) tends to 3 over the frequencies that matter. This leaves the nonretarded London form

V_EE → −(3/(πr⁶)) ∫₀^∞ dξ α_A(iξ)α_B(iξ).  (32)

For the electric–magnetic part, W₋ replaces W₊. The inner polynomial is −16ξ²m² + 32ξ⁴, and (29) turns P into

−z²(4z² + 4z + 2)/2 + z⁴ = −z²(1 + z)².  (33)

Its static integral is −(3/4 + 3/4 + 1/4) = −7/4, again as required by (2).

**8. An independent calculation with dipole fields**

The same potential follows from the zero-point energy of the coupled systems, without a cut or an imaginary velocity. Place the systems in a large closed cavity, so that all modes are discrete. Let D(ω) be the determinant whose zeros are the coupled mode frequencies and whose poles are the uncoupled ones. It is even in ω. The coupling is assumed to be cut off at high frequencies strongly enough that ω ln D tends to 0 at large |ω| away from the real axis. The large arc then does not contribute, and enclosing the right half-plane gives the energy shift

½Σ(ω_N − ω_N⁰) = (1/(2πi)) ∮ dω (ω/2) D′/D
 = (1/(2π)) ∫₀^∞ dξ ln D(iξ).  (34)

The second line follows by partial integration and evenness in ξ. The terms of ln D that involve only A or only B are self-energies. They do not depend on r once the walls are far away, and are dropped. The lowest term that involves both systems is −Tr L, where L takes a dipole at A to B and back. Hence V = −(1/(2π))∫₀^∞dξ Tr L.

Now let the cavity walls recede to infinity. At frequency iξ with ξ > 0, and with g = exp(−ξr)/r, an electric dipole p produces E = ∇(p·∇g) − ξ²gp in Gaussian units. The factors along and across the separation are

g″ − ξ²g = 2(1 + z)e^{−z}/r³,
g′/r − ξ²g = −(1 + z + z²)e^{−z}/r³.  (35)

There are one longitudinal and two transverse directions, so

Tr L_EE = α_Aα_B e^{−2z}[4(1 + z)² + 2(1 + z + z²)²]/r⁶
 = 2α_Aα_B e^{−2z}P(z)/r⁶.  (36)

This reproduces (31). The magnetic–magnetic loop has the same form by duality.

For the mixed loop, Faraday's law ∇×E = −ξB gives B = ξ∇g×p. For a magnetic dipole m, ∇×B = ξE gives E = −ξ∇g×m. The gradient changes sign on the return path. With r̂ the unit vector from A to B, the loop is therefore ξ²g′² r̂×(r̂×p), apart from the polarizabilities. Its trace is −2ξ²g′², and g′ = −(1 + z)e^{−z}/r², so

Tr L_EM = −2α_Aβ_B e^{−2z}z²(1 + z)²/r⁶,  (37)

in agreement with (33). In the static limit the numerical output gives −1.83028 for r⁷V_EE per unit α_Aα_B and +0.55704 for the mixed term, from both the cut and the Maxwell loop.

**9. A numerical example in Rydberg units**

In Rydberg atomic units ħ = 1, the electron mass is 1/2 and e² = 2. The fine-structure constant is e²/(ħc), so c is 2 divided by it, or 274.072. Restoring ħc multiplies (2) by this number; with lengths in a₀, V is in Ry.

Take the model values α_A = 10, α_B = 20, β_A = 2 and β_B = −1 a₀³, at r = 10000 a₀. The magnetic values are chosen far larger than those of real atoms so that every term is visible. The diamagnetic polarizability of a closed-shell atom is −⟨r²⟩/6 times the squared fine-structure constant, with ⟨r²⟩ summed over the electrons. At the Hartree–Fock level it is about −2×10⁻⁵ a₀³ for He and −1.5×10⁻⁴ a₀³ for Be. Then S = 200 − 2 = 198 and X = −10 + 40 = 30, and

23S − 7X = 4554 − 210 = 4344 a₀⁶,
V = −274.072 × 4344/(4π × 10²⁸) Ry
 = −9.474×10⁻²⁴ Ry = −1.289×10⁻²² eV.  (38)

The electric–electric term contributes −1.0033×10⁻²³ Ry. The magnetic–magnetic term is +1.003×10⁻²⁵ Ry, repulsive because β_A and β_B have opposite signs. The mixed terms are −1.527×10⁻²⁵ Ry from α_Aβ_B and +6.107×10⁻²⁵ Ry from β_Aα_B. Together the three terms involving β reduce the attraction by about 6% of the electric–electric value. This share belongs to the model values; for atoms such as He or Be, with |β|/α of order 10⁻⁵, it is negligible.

To see where the static law applies, let both electric polarizabilities be oscillators, α(iξ) = α(0)/(1 + ξ²/ω²), with excitation energy 1 Ry. The retardation length c/ω is 274 a₀. Let R be the full electric potential (31) divided by its r⁻⁷ law. At short distance the integral in (32) is α_A(0)α_B(0)πω/4, so

R ≈ (3ω/(4r⁶))/(23c/(4πr⁷)) = (3π/23)(ωr/c).  (39)

At 100 a₀ this estimate is 0.150, while the full calculation gives 0.145. The law (2) overestimates the attraction about sevenfold there.

At large distance, expand α_Aα_B as α_A(0)α_B(0)(1 − 2ξ²/ω²). The required moment of (30) is

∫₀^∞ dz z²P(z)e^{−2z} = 45/8 + 15/4 + 15/4 + 9/4 + 3/4 = 129/8.  (40)

Dividing twice this moment by 23/4 gives

R ≈ 1 − (129/23)(c/(ωr))².  (41)

At 10000 a₀ equation (41) gives 0.9958, equal to the computed ratio to four digits. At 1000 a₀ the computed ratio is 0.771, although r already exceeds c/ω by a factor of 3.6. The expansion (41) is not yet accurate there, since it would give 0.579. Farther out, its large coefficient 129/23 ≈ 5.6 makes the approach slow: for this model, (41) puts the deviation from the static law at 1% when r is about 24c/ω.

These ratios concern the electric part alone, at zero temperature. At temperature T the frequency integral becomes a sum over ξ = 2πNk_BT/ħ, and the r⁻⁷ law also needs r small compared with ħc/(k_BT), about 1.4×10⁵ a₀ at 300 K. At that temperature the change in the static electric result is negligible at 10⁴ a₀, but it exceeds 20% at 10⁵ a₀. A frequency-dependent estimate of the total in (38) would also need the frequency dependence of the magnetic polarizabilities. A system with a permanent moment lies outside the derivation from the start, since its static field produces further interactions.

Table of computed values

```
Amplitudes at x = 0.6, photon energy 1 (dimensionless)
  in plane: E1.E2 = -1.6400, B1.B2 = 0.3600
  normal:   E1.E2 = -0.3600, B1.B2 = 1.6400
Angular average, like products: 3.066667
Angular average, unlike products: -0.933333
Im M / t^2, like: 0.301069, unlike: -0.091630
Integral of t^2 exp(-sqrt t) dt: 240.000000
r^7 V per product of polarizabilities (hbar = c = 1)
  EE: cut -1.83028185, Maxwell loop -1.83028185
  MM: cut -1.83028185, Maxwell loop -1.83028185
  EM: cut 0.55704230, Maxwell loop 0.55704230
  ME: cut 0.55704230, Maxwell loop 0.55704230
Inverse power of r from Maxwell loop: 7.000000
Scalar control at r = 1.7: cut -1.025708e-04, direct -1.025708e-04
Smeared q^4 ln q^2 transform / r^-7 prediction: 1.0000000
Speed of light: 274.0720 Rydberg atomic units
aE of A, B: 10.0, 20.0 a0^3
aM of A, B: 2.0, -1.0 a0^3
Distance: 10000 a0
  EE contribution: -1.00326e-23 Ry
  MM contribution: 1.00326e-25 Ry
  EM contribution: -1.52670e-25 Ry
  ME contribution: 6.10679e-25 Ry
Total V: -9.47425e-24 Ry = -1.28904e-22 eV
Electric oscillators, excitation energy 1.0 Ry
Length c/omega: 274.07 a0
  r = 100 a0: full V / r^-7 law = 0.14516
  r = 300 a0: full V / r^-7 law = 0.38215
  r = 1000 a0: full V / r^-7 law = 0.77052
  r = 3000 a0: full V / r^-7 law = 0.95805
  r = 10000 a0: full V / r^-7 law = 0.99583
  r = 30000 a0: full V / r^-7 law = 0.99953
```
